# Recovering the Makov–Payne Terms from a Periodic Gaussian Charge: test program

```python
"""Periodic Poisson problem for a Gaussian charge in cubic cells.

Result under test (Rydberg units, e2 = 2, lengths in bohr, energies in Ry):
  E_per(L) = E_iso - e2 q^2 alpha/(2L) + (2 pi e2/3)(q Q - |p|^2)/L^3 + O(L^-5)
q: total charge, p: dipole, Q: integral of rho r^2, L: cube side,
alpha: simple-cubic lattice constant, sigma: Gaussian width,
E_per: energy with a uniform neutralizing background, E_iso: isolated energy.
For one Gaussian only exponentially small overlap terms are left over.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import erf, erfc, gammainc

E2 = 2.0
RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
q, sigma, spacing = 2.0, 0.8, 0.4


def solve_poisson(L, charges, positions):
    """Fourier solution on a grid; Gaussians are centred on the x axis."""
    n = int(round(L / spacing))
    x = np.arange(n) * L / n

    def periodic_gaussian(x0):
        images = np.arange(-4, 5) * L
        d = x[:, None] - x0 - images[None, :]
        return np.exp(-d**2 / (2 * sigma**2)).sum(1) / (np.sqrt(2*np.pi)*sigma)

    g0 = periodic_gaussian(0.0)
    line = sum(c * periodic_gaussian(x0) for c, x0 in zip(charges, positions))
    rho = line[:, None, None] * g0[None, :, None] * g0[None, None, :]
    k = 2 * np.pi * np.fft.fftfreq(n, d=L / n)
    k2 = k[:, None, None]**2 + k[None, :, None]**2 + k[None, None, :]**2
    k2[0, 0, 0] = 1.0
    phi_k = 4 * np.pi * E2 * np.fft.fftn(rho) / k2
    phi_k[0, 0, 0] = 0.0
    phi = np.fft.ifftn(phi_k).real
    volume_element = (L / n)**3
    return 0.5 * np.sum(rho * phi) * volume_element, phi, rho.sum()*volume_element


def lattice(nmax):
    a = np.arange(-nmax, nmax + 1)
    v = np.stack(np.meshgrid(a, a, a, indexing="ij"), -1).reshape(-1, 3)
    return v[np.any(v != 0, axis=1)].astype(float)


def green_regular(r):
    """Periodic Green function minus 1/r in the unit cube, by Ewald sums."""
    r = np.asarray(r, float)
    a = np.sqrt(np.pi)
    v = lattice(5)
    dist = np.linalg.norm(r - v, axis=1)
    G = 2 * np.pi * v
    G2 = (G**2).sum(1)
    s = np.linalg.norm(r)
    own = -erf(a * s) / s if s > 0 else -2 * a / np.sqrt(np.pi)
    return (own + np.sum(erfc(a * dist) / dist) - np.pi / a**2
            + 4 * np.pi * np.sum(np.cos(G @ r) * np.exp(-G2 / (4*a*a)) / G2))


def fit(L, E, powers):
    ref = L[0]
    A = np.stack([(ref / L)**p for p in powers], 1)
    c = np.linalg.lstsq(A, E, rcond=None)[0]
    return c * ref**np.array(powers, float), np.max(np.abs(A @ c - E))


# Lattice constant: Ewald value against a direct sum over neutral cells.
alpha = -green_regular([0, 0, 0])
t, w = np.polynomial.legendre.leggauss(40)
t, w = t / 2, w / 2
# Volume integral of 1/r over a unit cube, turned into a face integral.
cube = 1.5 * np.sum(w[:, None] * w / np.sqrt(t[:, None]**2 + t**2 + 0.25))


def cell_sum(N):
    return np.sum(1 / np.linalg.norm(lattice(N), axis=1)) - (2*N + 1)**2 * cube


M1, M2 = 41, 81
s1, s2 = cell_sum(20), cell_sum(40)
site_potential = (M2**2 * s2 - M1**2 * s1) / (M2**2 - M1**2)
alpha_direct = -(site_potential - np.pi / 6)
assert abs(alpha_direct - alpha) < 1e-6

# Green function near the charge: quadratic term, then a quartic harmonic.
r = 0.1
axis = green_regular([r, 0, 0])
diagonal = green_regular(np.ones(3) * r / np.sqrt(3))
sphere_mean = 0.4 * axis + 0.6 * diagonal  # removes the degree-four harmonic
quadratic = (sphere_mean + alpha) / r**2
assert abs(quadratic - 2 * np.pi / 3) < 5e-4
v = lattice(30)
R = np.linalg.norm(v, axis=1)
v, R = v[R <= 30], R[R <= 30]
u = v[:, 0] / R
c4 = np.sum((35*u**4 - 30*u**2 + 3) / 8 / R**5)
c4_green = (axis + alpha - 2 * np.pi * r**2 / 3) / r**4
assert abs(c4_green / c4 - 1) < 0.01

# Isolated energy and second moment from radial integrals.
E_iso = 0.5 * E2 * quad(
    lambda s: (q * gammainc(1.5, s*s / (2*sigma**2)) / s)**2,
    0, np.inf, epsabs=1e-12, epsrel=1e-12, limit=200)[0]
assert abs(E_iso - E2 * q**2 / (2 * sigma * np.sqrt(np.pi))) < 1e-9
Q = quad(lambda s: 4*np.pi*s**4 * q * (2*np.pi*sigma**2)**-1.5
         * np.exp(-s*s / (2*sigma**2)), 0, 15*sigma, epsabs=1e-12)[0]
assert abs(Q - 3 * q * sigma**2) < 1e-9

# Periodic energies and fits.
cells = np.arange(8.0, 21.0, 2.0)
energies = []
for L in cells:
    E, phi, total = solve_poisson(L, [q], [0.0])
    assert abs(total - q) < 1e-7
    centre = E2*q*(np.sqrt(2/np.pi)/sigma - alpha/L + 2*np.pi*sigma**2/L**3)
    assert abs(phi[0, 0, 0] - centre) < 1e-7
    energies.append(E)
energies = np.array(energies)
first = E2 * q**2 * alpha / (2 * cells)
second = 2 * np.pi * E2 * q * Q / (3 * cells**3)
after_first = energies + first
after_both = after_first - second
assert np.max(np.abs(after_both - E_iso)) < 1e-9

coef, misfit = fit(cells, energies, [0, 1, 3])
alpha_fit = -2 * coef[1] / (E2 * q**2)
Q_fit = 3 * coef[2] / (2 * np.pi * E2 * q)
assert abs(coef[0] - E_iso) < 1e-8
assert abs(alpha_fit - alpha_direct) < 1e-6
assert abs(Q_fit - Q) < 1e-6
with_square, _ = fit(cells, energies, [0, 1, 2, 3])
with_fifth, _ = fit(cells, energies, [0, 1, 3, 5])
assert abs(with_square[2]) < 1e-4
assert abs(with_fifth[3]) < 1e-2
short, short_misfit = fit(cells, energies, [0, 1])
alpha_short = -2 * short[1] / (E2 * q**2)
assert abs(alpha_short - alpha) > 0.01

# Small cell: overlap of neighbouring Gaussians breaks the two-term law.
Ls = 4.0
E_small = solve_poisson(Ls, [q], [0.0])[0]
two_term = (E_iso - E2*q**2*alpha/(2*Ls) + 2*np.pi*E2*q*Q/(3*Ls**3))
dist = Ls * np.linalg.norm(lattice(4), axis=1)
overlap = -0.5 * E2 * q**2 * np.sum(erfc(dist / (2*sigma)) / dist)
# The grid sum is spectrally accurate, so only round-off-size errors remain.
assert abs(E_small - two_term - overlap) < 1e-9
assert abs(overlap) > 1e-4

# Two unequal Gaussians: dipole term and surviving L^-5 remainder.
qa, qb, d = 1.5, 0.5, 1.6
pair_iso = E2 * ((qa**2 + qb**2) / (2*sigma*np.sqrt(np.pi))
                 + qa * qb * erf(d / (2*sigma)) / d)
pair_q, pair_p = qa + qb, qb * d
pair_Q = 3 * sigma**2 * pair_q + qb * d**2
pair_c3 = 2 * np.pi * E2 / 3 * (pair_q * pair_Q - pair_p**2)
pair_c5 = E2 * qa * qb * c4 * d**4
pair_rows = []
for L in (16.0, 20.0):
    E = solve_poisson(L, [qa, qb], [0.0, d])[0]
    rest = E - pair_iso + E2*pair_q**2*alpha/(2*L) - pair_c3/L**3
    assert abs(rest * L**5 / pair_c5 - 1) < 0.01
    pair_rows.append((L, E, rest, rest * L**5))

print(f"charge q = {q:.1f} e, width sigma = {sigma:.1f} bohr")
print(f"grid spacing = {spacing:.1f} bohr")
print(f"unit-cube integral of 1/r, C = {cube:.6f}")
print(f"direct sum, site potential times L = {site_potential:.6f}")
print(f"alpha, direct cell sum = {alpha_direct:.6f}")
print(f"alpha, Ewald = {alpha:.6f}")
print(f"Green r^2 coefficient (L=1): numerical {quadratic:.5f}")
print(f"  2 pi/3 = {2*np.pi/3:.5f}")
print(f"c4: lattice sum {c4:.4f}, from Green function {c4_green:.4f}")
print(f"E_iso = {E_iso:.8f} Ry = {E_iso*RY_EV:.5f} eV")
print(f"second moment Q = {Q:.6f} e bohr^2")
print("L (bohr), E_per, after 1/L term, after both (Ry)")
for L, E, a, b in zip(cells, energies, after_first, after_both):
    print(f"  {L:4.0f} {E:12.8f} {a:12.8f} {b:12.8f}")
print("Three-term fit: constant, 1/L, 1/L^3")
print(f"  a0 = {coef[0]:.8f} Ry")
print(f"  a1 = {coef[1]:.6f} Ry bohr")
print(f"  a3 = {coef[2]:.5f} Ry bohr^3")
print(f"  alpha from fit = {alpha_fit:.6f}")
print(f"  Q from fit = {Q_fit:.6f} e bohr^2")
print(f"  largest misfit = {misfit:.1e} Ry")
print(f"extra 1/L^2 coefficient = {with_square[2]:.1e} Ry bohr^2")
print(f"extra 1/L^5 coefficient = {with_fifth[3]:.1e} Ry bohr^5")
print("Fit without 1/L^3:")
print(f"  a0 = {short[0]:.6f} Ry, alpha = {alpha_short:.5f}")
print(f"  largest misfit = {short_misfit:.1e} Ry")
print(f"At L = {cells[-1]:.0f} bohr, size of the terms:")
print(f"  1/L: {first[-1]:.6f} Ry = {first[-1]*RY_EV:.4f} eV")
print(f"  1/L^3: {second[-1]:.6f} Ry = {second[-1]*RY_EV:.4f} eV")
print(f"Small cell L = {Ls:.0f} bohr: E_per = {E_small:.8f} Ry")
print(f"  two-term law = {two_term:.8f} Ry")
print(f"  difference = {E_small-two_term:.8f} Ry")
print(f"  predicted overlap = {overlap:.8f} Ry")
print(f"Pair: charges {qa:.1f}, {qb:.1f} e, distance {d:.1f} bohr")
print(f"  dipole = {pair_p:.3f} e bohr, Q = {pair_Q:.4f} e bohr^2")
print(f"  E_iso = {pair_iso:.8f} Ry")
print(f"  L^-3 coefficient = {pair_c3:.5f} Ry bohr^3")
print(f"  predicted L^-5 coefficient = {pair_c5:.4f} Ry bohr^5")
for L, E, rest, scaled in pair_rows:
    print(f"  L={L:.0f} bohr: E_per={E:.8f} Ry, rest={rest:.3e} Ry")
    print(f"    rest times L^5 = {scaled:.4f} Ry bohr^5")
print("every check passed")
```

Output:

```
charge q = 2.0 e, width sigma = 0.8 bohr
grid spacing = 0.4 bohr
unit-cube integral of 1/r, C = 2.380077
direct sum, site potential times L = -2.313699
alpha, direct cell sum = 2.837297
alpha, Ewald = 2.837297
Green r^2 coefficient (L=1): numerical 2.09448
  2 pi/3 = 2.09440
c4: lattice sum 3.1082, from Green function 3.1143
E_iso = 2.82094792 Ry = 38.38095 eV
second moment Q = 3.840000 e bohr^2
L (bohr), E_per, after 1/L term, after both (Ry)
     8   1.46513103   2.88377977   2.82094792
    10   1.71819883   2.85311783   2.82094792
    12   1.89379894   2.83956476   2.82094792
    14   2.02201522   2.83267165   2.82094792
    16   2.11947753   2.82880190   2.82094792
    18   2.19595347   2.82646402   2.82094792
    20   2.25750966   2.82496916   2.82094792
Three-term fit: constant, 1/L, 1/L^3
  a0 = 2.82094792 Ry
  a1 = -11.349190 Ry bohr
  a3 = 32.16991 Ry bohr^3
  alpha from fit = 2.837297
  Q from fit = 3.840000 e bohr^2
  largest misfit = 7.3e-13 Ry
extra 1/L^2 coefficient = 9.5e-09 Ry bohr^2
extra 1/L^5 coefficient = -7.9e-07 Ry bohr^5
Fit without 1/L^3:
  a0 = 2.781390 Ry, alpha = 2.64579
  largest misfit = 6.6e-03 Ry
At L = 20 bohr, size of the terms:
  1/L: 0.567459 Ry = 7.7207 eV
  1/L^3: 0.004021 Ry = 0.0547 eV
Small cell L = 4 bohr: E_per = 0.48385868 Ry
  two-term law = 0.48630526 Ry
  difference = -0.00244658 Ry
  predicted overlap = -0.00244658 Ry
Pair: charges 1.5, 0.5 e, distance 1.6 bohr
  dipole = 0.800 e bohr, Q = 5.1200 e bohr^2
  E_iso = 2.55312444 Ry
  L^-3 coefficient = 40.21239 Ry bohr^3
  predicted L^-5 coefficient = 30.5551 Ry bohr^5
  L=16 bohr: E_per=1.85364675 Ry, rest=2.920e-05 Ry
    rest times L^5 = 30.6147 Ry bohr^5
  L=20 bohr: E_per=1.99070105 Ry, rest=9.560e-06 Ry
    rest times L^5 = 30.5925 Ry bohr^5
every check passed
```
